# Superexchange coupling through a tight-binding bridge and the crossover to hopping

## Definitions and conventions

An electron can sit on a donor $D$, on one of $N$ identical bridge sites $1,\dots,N$, or on an acceptor $A$. The corresponding states are orthonormal. The nuclei are first held fixed at a configuration where $D$ and $A$ have the same energy, which is the zero of energy. Each bridge site then has energy $\Delta$. The Hamiltonian has these nonzero elements:

- $H_{jj}=\Delta$ on the bridge,
- $H_{j,j+1}=H_{j+1,j}=t$ between neighbouring bridge sites,
- $H_{D1}=H_{1D}=V_D$ and $H_{NA}=H_{AN}=V_A$ at the ends.

All couplings are real, and $\Delta$ and $t$ may have either sign. An infinite bridge has the energy band $\Delta-2|t|\le E\le\Delta+2|t|$. The tunnelling energy $E=0$ is assumed to lie outside it, so $|\Delta|>2|t|$, and we define

$$\cosh\kappa=\frac{|\Delta|}{2|t|},\quad \kappa>0,\qquad s=-\operatorname{sgn}(\Delta t).$$

The result to be derived is the effective donor–acceptor coupling

$$V_{\rm eff}=\frac{V_DV_A}{t}\,s^N\,\frac{\sinh\kappa}{\sinh[(N+1)\kappa]}.\tag{1}$$

## First derivation: Löwdin partitioning

Let $P$ denote the pair $D,A$ and $Q$ the bridge. The Schrödinger equation splits into two blocks,

$$H_{PP}c_P+H_{PQ}c_Q=Ec_P,\qquad H_{QP}c_P+H_{QQ}c_Q=Ec_Q .$$

If $E$ is not an eigenvalue of the isolated bridge, the second equation can be solved for $c_Q$:

$$c_Q=(E-H_{QQ})^{-1}H_{QP}c_P .$$

Inserting this in the first gives $H_{\rm eff}(E)c_P=Ec_P$ with

$$H_{\rm eff}(E)=H_{PP}+H_{PQ}\,G(E)\,H_{QP},\qquad G(E)=(E-H_{QQ})^{-1}.$$

So far nothing has been approximated; the price is that the two-state Hamiltonian depends on its own eigenvalue. Since $D$ touches only site 1 and $A$ only site $N$, its off-diagonal element is $V_DV_AG_{1N}(E)$. The approximation is to evaluate it at $E=0$:

$$V_{\rm eff}=V_DV_AG_{1N}(0).$$

The diagonal elements $V_D^2G_{11}$ and $V_A^2G_{NN}$ shift the two levels. For unequal end couplings the shifts differ, and resonance then means equality of the shifted levels.

**The matrix element.** The matrix $M=-H_{QQ}$ has $-\Delta$ on its diagonal and $-t$ beside it. By the cofactor formula,

$$G_{1N}=\frac{(-1)^{N+1}m}{D_N},\qquad D_N=\det M,$$

where $m$ is the determinant left after deleting row $N$ and column 1 of $M$. The remaining matrix is lower triangular with $N-1$ diagonal entries $-t$, so $m=(-t)^{N-1}$. The signs combine to $(-1)^{N+1}(-1)^{N-1}=1$, and

$$G_{1N}=\frac{t^{N-1}}{D_N}.\tag{2}$$

Expanding $D_N$ along its last row gives

$$D_N=-\Delta D_{N-1}-t^2D_{N-2},\qquad D_0=1,\quad D_1=-\Delta .$$

Let $\eta=-\operatorname{sgn}\Delta$, so that $-\Delta=2\eta|t|\cosh\kappa$, and write $D_N=(\eta|t|)^Nu_N$. Dividing the recursion by $(\eta|t|)^N$ and using $\eta^2=1$,

$$u_N=2\cosh\kappa\,u_{N-1}-u_{N-2},\qquad u_0=1,\quad u_1=2\cosh\kappa .$$

The identity $\sinh[(N+1)\kappa]+\sinh[(N-1)\kappa]=2\cosh\kappa\sinh(N\kappa)$ shows that

$$u_N=\frac{\sinh[(N+1)\kappa]}{\sinh\kappa}$$

satisfies the recursion and both starting values. In equation (2) the powers of $t$ give $t^{N-1}/(\eta|t|)^N=t^{-1}(\eta\operatorname{sgn}t)^N=s^N/t$. This is equation (1).

**McConnell's limit.** For $|t|\ll|\Delta|$ the term in $t^2$ can be dropped from the recursion, so $D_N\to(-\Delta)^N$ and

$$V_{\rm eff}\to V_DV_A\frac{t^{N-1}}{(-\Delta)^N}.\tag{3}$$

To first order in $t^2/\Delta^2$, each use of the recursion from $N=2$ onwards subtracts $t^2/\Delta^2$ from $D_N/(-\Delta)^N$, which gives

$$\frac{D_N}{(-\Delta)^N}\simeq1-(N-1)\frac{t^2}{\Delta^2}.$$

The magnitude in equation (3) is therefore accurate when $(N-1)t^2/\Delta^2\ll1$. A small $t/\Delta$ alone does not suffice on a very long bridge.

## Second derivation: matching evanescent waves

The coupling can also be found from the energy splitting of the complete system. Take $V_D=V_A=V$, so that reflection exchanges $D$ with $A$ and site $j$ with site $N+1-j$. Eigenstates can then be chosen with $c_A=\sigma c_D$, where $\sigma=+1$ for even and $\sigma=-1$ for odd states.

Introduce the auxiliary amplitudes $c_0=(V/t)c_D$ and $c_{N+1}=(V/t)c_A$. The couplings to the ends become $Vc_D=tc_0$ and $Vc_A=tc_{N+1}$, so one equation holds on every bridge site:

$$t(c_{j+1}+c_{j-1})=(E-\Delta)c_j,\qquad j=1,\dots,N.$$

For an energy outside the band and close to zero, define $\kappa(E)$ by $|\Delta-E|=2|t|\cosh\kappa(E)$. The sign of $\Delta-E$ is that of $\Delta$, so $(E-\Delta)/t=2s\cosh\kappa(E)$. Setting $c_j=s^jf_j$ and cancelling $s^{j+1}$ leaves

$$f_{j+1}+f_{j-1}=2\cosh\kappa(E)\,f_j .$$

Its solutions are combinations of $e^{\kappa j}$ and $e^{-\kappa j}$. The combination with prescribed end values is

$$f_j=\frac{f_0\sinh[(N+1-j)\kappa]+f_{N+1}\sinh(j\kappa)}{\sinh[(N+1)\kappa]} .$$

Here $f_0=c_0$, and $c_{N+1}=\sigma c_0$ means $f_{N+1}=\sigma s^{N+1}c_0$. On the first site,

$$c_1=sf_1=c_0\,\frac{s\sinh(N\kappa)+\sigma s^{N}\sinh\kappa}{\sinh[(N+1)\kappa]},$$

because $s\,s^{N+1}=s^N$. The equation on the donor is $Ec_D=Vc_1$. With $c_0=(V/t)c_D$, and $c_D\ne0$ because otherwise every $f_j$ would vanish,

$$E=\Sigma(E)+\sigma W(E),\tag{4}$$

$$\Sigma=\frac{V^2}{t}\frac{s\sinh(N\kappa)}{\sinh[(N+1)\kappa]},\qquad W=\frac{V^2}{t}\frac{s^N\sinh\kappa}{\sinh[(N+1)\kappa]} .$$

Both functions are of order $V^2$. To that order they may be evaluated at $E=0$, and half the difference between the even and odd energies is $W(0)$. A two-level Hamiltonian with equal diagonal elements and off-diagonal element $V_{\rm eff}$ has the half-difference $V_{\rm eff}$, so $V_{\rm eff}=W(0)$. This is equation (1) for equal end couplings, including its sign.

**The error of a fixed tunnelling energy.** Equation (4) also gives the next correction. Insert the first approximation $E=\Sigma+\sigma W$ into its right-hand side and expand about zero, with primes for energy derivatives:

$$E_\sigma\simeq\Sigma+\sigma W+(\Sigma'+\sigma W')(\Sigma+\sigma W).$$

The part proportional to $\sigma$ is $W+\Sigma'W+\Sigma W'$, so the relative correction to the half-splitting is $\Sigma'+\Sigma W'/W$. For $|t|\ll|\Delta|$, $\Sigma\simeq-V^2/(\Delta-E)$ and $W\propto(\Delta-E)^{-N}$. At $E=0$ this gives $\Sigma'\simeq-V^2/\Delta^2$ and $W'/W\simeq N/\Delta$, hence

$$\frac{\text{half-splitting}}{|V_{\rm eff}|}-1\simeq-(N+1)\frac{V^2}{\Delta^2}.\tag{5}$$

Numerical diagonalization with $\Delta=1$, $t=0.1$ and $V=0.02$ in common units gives relative differences of $-0.00080$, $-0.00123$ and $-0.00205$ for $N=1,2,4$. Equation (5) gives $-0.00080$, $-0.00120$ and $-0.00200$.

## What each derivation assumes

Both derivations use an orthonormal basis and nearest-neighbour coupling, and both are written here for an energy outside the band. Partitioning itself requires only that $E$ is not an eigenvalue of the isolated bridge, and freezing $E$ at zero requires that no such eigenvalue lies close to zero. The derivations differ in where symmetry and approximation enter.

Partitioning needs no reflection symmetry and allows $V_D\ne V_A$. Its expression $V_DV_AG_{1N}$ also holds for a bridge with unequal sites; uniformity is needed only to solve the determinant recursion in closed form. The approximation is made on the Hamiltonian, by freezing its energy argument. For $V_D=V_A=V$ the unfrozen equation reads $E=V^2G_{11}(E)+\sigma V^2G_{1N}(E)$, and since $G_{11}=D_{N-1}/D_N$ this is equation (4), so the error estimate (5) applies to it as well.

Wave matching uses uniformity from the start, and reflection symmetry to separate the two states. Equation (4) is exact for energies outside the band on the same side of it as $E=0$. The approximation is made on the eigenvalues, and its error follows from the same equation. The method also shows the origin of the exponential: at an energy outside the band the bridge supports growing and decaying amplitudes instead of travelling waves.

## The decay constant

From equation (1), adding one site reduces the coupling by the factor

$$\left|\frac{V_{\rm eff}(N)}{V_{\rm eff}(N+1)}\right|=\frac{\sinh[(N+2)\kappa]}{\sinh[(N+1)\kappa]}=\cosh\kappa+\sinh\kappa\coth[(N+1)\kappa].$$

Since $\coth x>1$, this exceeds $\cosh\kappa+\sinh\kappa=e^\kappa$. It decreases with $N$. Setting $N=0$ in the right-hand side would give $2\cosh\kappa=|\Delta/t|$, so for every $N\ge1$ the factor lies strictly between $e^\kappa$ and $|\Delta/t|$, and it tends to $e^\kappa$ on a long bridge.

A nonadiabatic rate is proportional to $V_{\rm eff}^2$. With site spacing $a$ it falls asymptotically as $e^{-\beta Na}$, where

$$\beta=\frac{2\kappa}{a}=\frac2a\operatorname{arccosh}\frac{|\Delta|}{2|t|}.\tag{6}$$

Equation (3) would give $(2/a)\ln|\Delta/t|$, which is larger because $|\Delta/t|=e^\kappa+e^{-\kappa}>e^\kappa$. The two exponents per site, $\beta a$, compare as follows.

| $\lvert\Delta/t\rvert$ | equation (6) | McConnell |
|---:|---:|---:|
| 2.1 | 0.630 | 1.484 |
| 3 | 1.925 | 2.197 |
| 5 | 3.134 | 3.219 |
| 10 | 4.585 | 4.605 |

At the band edge $\kappa\to0$ and equation (1) becomes $|V_{\rm eff}|=|V_DV_A/t|/(N+1)$, which is algebraic. Inside the band $\kappa$ is imaginary, the hyperbolic sines become sines, and there is no exponential decay. The coupling then diverges wherever $E=0$ meets a bridge eigenvalue, and near such a point the two-state description fails.

## From coupling to rate

The nuclei are now allowed to move classically. Each site $j$, including $D$ and $A$, has one harmonic coordinate $q_j$, whose minimum shifts from 0 to 1 when the site is occupied. With the electron on site $i$ the energy is

$$U_i=G_i+\frac\lambda2\sum_j(q_j-\delta_{ij})^2,$$

where $G_i$ is the relaxed free energy. For a transfer from $i$ to $f$ with $\Delta G=G_f-G_i$, the energy gap is

$$X=U_f-U_i=\Delta G+\frac\lambda2\left[q_i^2-(q_i-1)^2+(q_f-1)^2-q_f^2\right]=\Delta G+\lambda(q_i-q_f).$$

In equilibrium on $i$, the means are $q_i=1$ and $q_f=0$. Equipartition gives each coordinate the variance $kT/\lambda$. Thus $X$ is Gaussian with mean $\Delta G+\lambda$ and variance $2\lambda kT$. Averaging the golden-rule rate $(2\pi/\hbar)V^2\delta(X)$ requires the probability density at $X=0$, and gives the Marcus rate

$$k(V,\Delta G)=\frac{2\pi}{\hbar}\frac{V^2}{\sqrt{4\pi\lambda kT}}\exp\left[-\frac{(\Delta G+\lambda)^2}{4\lambda kT}\right].\tag{7}$$

**The tunnelling gap.** The gap $\Delta$ is a vertical energy at the crossing and differs from the relaxed energy of a bridge site. The crossing condition $X=0$ means $q_f=q_i+\Delta G/\lambda$. Minimizing $(q_i-1)^2+(q_i+\Delta G/\lambda)^2$ gives $q_i=(1-\Delta G/\lambda)/2$. An unoccupied mediating site $m$ has $q_m=0$ there, so

$$U_m-U_i=G_m-G_i+\frac\lambda2\left[q_i^2-(q_i-1)^2+1\right]=G_m-G_i+\lambda q_i=G_m-G_i+\frac{\lambda-\Delta G}{2}.\tag{8}$$

Let the relaxed donor and acceptor be degenerate, and let each relaxed bridge site lie $\Delta G_B$ above them. Then

$$\Delta=\Delta G_B+\frac\lambda2,\qquad k_{SE}=k(V_{\rm eff},0).$$

## Sequential hopping

If the charge relaxes on every bridge site it visits, it moves by successive transfers. Let $k_{out}$ be the rate from site 1 back to $D$, $k_h$ the rate between neighbouring bridge sites in either direction, and $k_A$ the rate from site $N$ to $A$. With $p=e^{-\Delta G_B/kT}$, detailed balance fixes the injection rate as $pk_{out}$. A forward rate is wanted, so the process stops on first arrival at $A$.

Number the donor 0. Let $f_n$ and $b_n$ be the forward and backward rates from site $n$, and $\theta_n$ the mean time to reach $n+1$ for the first time from $n$. The charge waits $1/(f_n+b_n)$ on average. With probability $b_n/(f_n+b_n)$ it steps back and must first return:

$$\theta_n=\frac1{f_n+b_n}+\frac{b_n}{f_n+b_n}(\theta_{n-1}+\theta_n)\quad\Rightarrow\quad f_n\theta_n=1+b_n\theta_{n-1}.$$

Let $\pi_0=1$ and $\pi_n=p$ for $n\ge1$ be the relative equilibrium populations. Multiplying by $\pi_n$ and using $\pi_nb_n=\pi_{n-1}f_{n-1}$,

$$\pi_nf_n\theta_n=\pi_n+\pi_{n-1}f_{n-1}\theta_{n-1}.$$

Since $f_0\theta_0=1$, repeated use gives $\pi_nf_n\theta_n=1+np$. The total time is

$$\tau=\sum_{n=0}^N\theta_n=\frac1{pk_{out}}+\sum_{n=1}^{N-1}\frac{1+np}{pk_h}+\frac{1+Np}{pk_A},$$

and, with $\sum_{n=1}^{N-1}n=N(N-1)/2$,

$$\tau=\frac1p\left[\frac1{k_{out}}+\frac{N-1}{k_h}+\frac1{k_A}\right]+\frac{N(N-1)}{2k_h}+\frac N{k_A}.\tag{9}$$

The hopping rate is $k_{hop}=1/\tau$. For $Np\ll1$ the last two terms are negligible. If the end steps then dominate the bracket, the rate hardly depends on length; if the bridge hops dominate, $k_{hop}\simeq pk_h/(N-1)$. When $Np$ is large and the bridge is long, the quadratic term makes the rate fall as $2k_h/N^2$. In every case $\tau$ is a polynomial in $N$, so hopping slows algebraically with length, not exponentially.

When the bridge is hardly populated, the donor loses charge independently by the two routes and the rates add. Since $\tau$ grows at most quadratically while $k_{SE}$ falls exponentially, $k_{SE}\tau\to0$ as $N$ grows. In this model hopping is therefore the faster route on every sufficiently long bridge.

## A worked example

Take $T=300$ K, $\lambda=0.6$ eV, $\Delta G_B=0.5$ eV, $t=0.010$ eV, $V_D=V_A=0.012$ eV and $a=5$ Å. These are model parameters. Then $kT=0.02585$ eV and $\Delta=0.5+0.3=0.8$ eV. With $|\Delta/t|=80$, equation (6) gives $\kappa=4.382$ and $\beta=1.75$ Å$^{-1}$. The superexchange rate falls by a factor of about 6400 per site, and McConnell's limit is adequate.

For $N=3$,

$$|V_{\rm eff}|\simeq\frac{(0.012)^2}{0.8}\left(\frac{0.010}{0.8}\right)^2\text{ eV}=2.81\times10^{-8}\text{ eV}.$$

Equation (7) gives the bridge hop $k_h=k(t,0)=6.53\times10^9$ s$^{-1}$. Superexchange has the same exponential factor, so

$$k_{SE}=k_h\frac{V_{\rm eff}^2}{t^2}=6.53\times10^9\left(\frac{2.81\times10^{-8}}{0.010}\right)^2\text{ s}^{-1}\simeq0.052\text{ s}^{-1}.$$

For hopping, $p=3.98\times10^{-9}$ and $k_{out}=k_A=k(0.012\text{ eV},-0.5\text{ eV})=2.65\times10^{12}$ s$^{-1}$. Equation (9) gives

$$\tau\simeq\frac1{3.98\times10^{-9}}\left[\frac2{2.65\times10^{12}}+\frac2{6.53\times10^9}\right]\text{ s}\simeq0.077\text{ s},$$

or $k_{hop}\simeq13$ s$^{-1}$. The rates for several lengths are:

| $N$ | $k_{SE}$ (s$^{-1}$) | $k_{hop}$ (s$^{-1}$) |
|---:|---:|---:|
| 1 | $2.1\times10^6$ | $5.3\times10^3$ |
| 2 | $3.3\times10^2$ | 26 |
| 3 | $5.2\times10^{-2}$ | 13 |
| 4 | $8.1\times10^{-6}$ | 8.7 |
| 8 | $4.8\times10^{-21}$ | 3.7 |

Hopping first becomes faster at $N=3$. From $N=2$ to $N=8$ it slows by a factor of 7.0, as $1/(N-1)$ predicts, while superexchange slows by $7\times10^{22}$. The step from $N=1$ to $N=2$ costs hopping a factor of about 200. It introduces the first bridge hop, which is about 400 times slower than $k_{out}$ and $k_A$. Its barrier $\lambda/4=0.15$ eV, against $(\lambda-\Delta G_B)^2/4\lambda=0.004$ eV for those steps, accounts for a factor of about 280, and its smaller coupling for a further $(0.012/0.010)^2=1.44$.

The temperature dependence also changes. Define the activation energy as $-d\ln k/d(1/kT)$. The factor $T^{-1/2}$ in equation (7) contributes $-kT/2$. Superexchange at the fixed gap $\Delta$ then has $\lambda/4-kT/2=0.137$ eV; the gap fluctuations treated below grow with temperature and raise this to about 0.16 eV for $N=3$. Hopping limited by the bridge has $\Delta G_B+\lambda/4-kT/2=0.637$ eV, because a bridge site must first be populated.

## Limits of the rate estimates

**Fluctuating gaps.** Equation (1) was used at the lowest crossing point, but thermal motion spreads the bridge energies. Along the crossing $q_D=q_A=q$ the energy is $\lambda(q-1/2)^2$ plus a constant, so $q$ has variance $kT/2\lambda$. It enters every gap as $\lambda q$, a common shift $u$ of variance $\lambda kT/2$. Each bridge coordinate adds $w_j=-\lambda q_j$, of variance $\lambda kT$. For $|t|\ll\Delta$ the superexchange rate is multiplied by

$$\left\langle\prod_{j=1}^N\left(\frac{\Delta}{\Delta+u+w_j}\right)^2\right\rangle.$$

Numerical integration, leaving out gaps below 0.2 eV, gives 1.14, 1.38 and 1.81 for $N=1,2,3$. Moving the cutoff from 0.3 to 0.03 eV changes the $N=3$ value from 1.75 to 1.83; on longer bridges the average depends strongly on the cutoff, and for $N=8$ it runs from about 18 to several hundred. The crossover stays at $N=3$. The cutoff keeps the integral away from resonance, where the product diverges and the perturbative coupling is not valid.

**Longer hops.** A charge may also tunnel past one site to the next but one. The coupling is the product of the two couplings involved divided by the gap in equation (8), which is 0.55 eV for $D\to2$ and 0.3 eV for $1\to3$. Including such hops in the rate equations at these fixed gaps and solving them numerically raises the hopping rate by 27%, 14% and 4% for $N=2,3,8$. The ratio between $N=2$ and $N=8$ then becomes 8.5 instead of 7.0, and the activation energy for $N=3$ becomes 0.62 eV. These gaps are smaller than $\Delta$ and fluctuate by the same amount; averaging over the spread turns the 14% into 17 to 20%, depending on the cutoff.

**Nonadiabatic transfer.** The prefactor of equation (7) must be small compared with the nuclear vibration frequency, which sets how often the crossing can be visited. Classical nuclei require that frequency to lie below $kT/h=6.3\times10^{12}$ s$^{-1}$. The prefactors are $2.2\times10^{12}$ s$^{-1}$ for a bridge hop and $3.1\times10^{12}$ s$^{-1}$ for an end step, so the condition is at best marginally met. The end steps have a further limit. Their barrier of 0.004 eV is smaller than the coupling of 0.012 eV, and on the lowest adiabatic surface sites 1 and $N$ then have no minimum of their own: a charge placed there slides to $D$ or $A$, while the middle site of the $N=3$ bridge keeps its minimum. The lifetime $1/k_{out}=0.38$ ps is only about twice $h/kT$. The assumption that the charge relaxes on every site it visits therefore fails for the end sites. The values of $k_{out}$ and $k_A$, the $N=1$ hopping rate, which consists of end steps only, and the factors of 200 and 400 above are formal values of equation (7). The hopping rates are estimates of magnitude. At $N=3$ hopping leads by a factor of about 250, or about 140 once superexchange is multiplied by the fluctuation factor 1.81, so a reduction smaller than about 140 would leave it the faster route there.

Numbers in the example were calculated in double precision.
